# Rotation centres and band labels at K in transition-metal dichalcogenide monolayers: a numerical check

```python
"""
Result under test: for a planar crystal with threefold rotation centres M (metal),
X (chalcogen) and H (hollow), rotation by 120 degrees about centre d acts on every
Bloch function at K as exp(-i K.L_d) times the rotation about M, L_d = d - C d.
All rotation eigenvalues at K thus change by one common cube root of unity.

Symbols: C rotation matrix (+120 degrees); label l means eigenvalue exp(-2 pi i l/3);
p+ = px + i py in units of hbar/nm; energies in eV, lengths in nm.
Model: one electron in a periodic set of Gaussian repulsive cores on M and X.
"""
import numpy as np
from scipy import constants as sc

H2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m_e), eV nm^2
TEMPERATURE = 300.0
KT = sc.k * TEMPERATURE / sc.e
A0 = 0.32                                          # lattice constant, nm
CORE_HEIGHT = {"M": 6.0, "X": 20.0}                # eV
WIDTH = 0.07                                       # Gaussian width, nm
ALPHA_SO = 2e-4                                    # spin-orbit strength, nm^2
STRAIN = 0.01
DEFECT_HEIGHT = 1.0                                # eV

LAT = A0 * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
REC = 2 * np.pi * np.linalg.inv(LAT).T
AREA = abs(np.linalg.det(LAT))
FRAC = {"M": np.array([0.0, 0.0]), "X": np.array([1.0, 1.0]) / 3,
        "H": np.array([2.0, 2.0]) / 3}
CENTRE = {s: f @ LAT for s, f in FRAC.items()}
K_FRAC = np.array([2.0, 1.0]) / 3
K = K_FRAC @ REC
C = np.array([[-0.5, -np.sqrt(3) / 2], [np.sqrt(3) / 2, -0.5]])
rng = np.random.default_rng(7)
POINTS = rng.uniform(0, A0, size=(40, 2))


def plane_wave_set(cutoff):
    """Integer reciprocal vectors with |K+G| < cutoff*|K| (a C-symmetric set)."""
    n = np.array([(i, j) for i in range(-10, 11) for j in range(-10, 11)])
    return n[np.linalg.norm(K + n @ REC, axis=1) < cutoff * np.linalg.norm(K)]


def potential_fourier(Q, lattice):
    area = abs(np.linalg.det(lattice))
    gauss = np.pi * WIDTH**2 / area * np.exp(-np.sum(Q**2, axis=-1) * WIDTH**2 / 4)
    return sum(h * gauss * np.exp(-1j * (Q @ (FRAC[s] @ lattice)))
               for s, h in CORE_HEIGHT.items())


def solve(waves, q=(0.0, 0.0), strain=0.0, spin=0):
    """Energies, coefficients and wavevectors at K+q; strain is along x."""
    lattice = LAT @ np.diag([1 + strain, 1.0])
    rec = 2 * np.pi * np.linalg.inv(lattice).T
    k = (K_FRAC + waves) @ rec + np.array(q)
    V = potential_fourier(k[:, None, :] - k[None, :, :], lattice)
    cross = np.outer(k[:, 0], k[:, 1]) - np.outer(k[:, 1], k[:, 0])
    ham = V + np.diag(H2M * np.sum(k**2, axis=1)) + 1j * spin * ALPHA_SO * V * cross
    energy, coef = np.linalg.eigh(ham)
    return energy, coef, k


def bloch_function(k, coef):
    return lambda r: np.exp(1j * (r @ k.T)) @ coef


def rotate(f, d):
    """Values at POINTS of f rotated by +120 degrees about d."""
    return f(d + (POINTS - d) @ C)


def rotation_eigenvalue(f, d):
    before, after = f(POINTS), rotate(f, d)
    lam = np.vdot(before, after) / np.vdot(before, before)
    return lam, np.max(abs(after - lam * before)) / np.max(abs(before))


def label(lam):
    return int(round(-3 * np.angle(lam) / (2 * np.pi)))


def phase(kvec, d):
    return np.exp(-1j * (kvec @ (d - C @ d)))


# Fourier form of the potential against the direct sum of cores
cells = np.array([(i, j) for i in range(-10, 11) for j in range(-10, 11)])
r0 = np.array([0.05, 0.11])
direct = sum(h * np.exp(-np.sum((r0 - cells @ LAT - CENTRE[s])**2, axis=1)
                        / WIDTH**2).sum() for s, h in CORE_HEIGHT.items())
series = np.sum(potential_fourier(cells @ REC, LAT) * np.exp(1j * (cells @ REC @ r0)))
assert abs(direct - series) < 1e-8

# Scan of the cell for points whose rotation differs by a lattice vector
n_centres = 0
for i in range(12):
    for j in range(12):
        d = np.array([i, j]) / 12 @ LAT
        shift = (d - C @ d) @ np.linalg.inv(LAT)
        n_centres += bool(np.max(abs(shift - np.round(shift))) < 1e-9)
assert n_centres == 3

# Operator identity on random Bloch functions that have no rotation symmetry
waves = plane_wave_set(8.1)
small = plane_wave_set(3.0)
for kvec in (K, -K, 0 * K):
    coef = rng.normal(size=len(small)) + 1j * rng.normal(size=len(small))
    f = bloch_function(kvec + small @ REC, coef)
    assert rotation_eigenvalue(f, CENTRE["M"])[1] > 0.05
    for d in CENTRE.values():
        assert np.allclose(rotate(f, d), phase(kvec, d) * rotate(f, CENTRE["M"]),
                           atol=1e-9)

# Eigenstates at K: eigenvalues measured by rotating the functions
E, coef, k = solve(waves)
assert np.max(abs(E[:3] - solve(plane_wave_set(6.5))[0][:3])) < 1e-4
NB = 6
lam = {s: [] for s in CENTRE}
for n in range(NB):
    f = bloch_function(k, coef[:, n])
    for s, d in CENTRE.items():
        value, residual = rotation_eigenvalue(f, d)
        assert residual < 1e-7 and abs(value**3 - 1) < 1e-7
        lam[s].append(value)
for s, d in CENTRE.items():
    assert np.allclose(np.array(lam[s]) / np.array(lam["M"]), phase(K, d), atol=1e-7)
labels = {s: [label(x) for x in lam[s]] for s in CENTRE}
assert labels["M"][:2] == [-1, 0]
false_residual = rotation_eigenvalue(bloch_function(k, coef[:, 0]), CENTRE["X"] / 2)[1]
assert false_residual > 0.05


# Bloch sums of localized orbitals with angular momentum m
def orbital_sum(m, site):
    def f(r):
        R = cells @ LAT + CENTRE[site]
        x = r[:, None, :] - R[None, :, :]
        z = x[..., 0] + 1j * np.sign(m) * x[..., 1]
        amp = (z / A0)**abs(m) * np.exp(-np.sum(x**2, axis=-1) / 0.08**2)
        return amp @ np.exp(1j * (R @ K))
    return f


table = {}
for site in ("M", "X"):
    for m in range(-2, 3):
        row = []
        for s, d in CENTRE.items():
            value, residual = rotation_eigenvalue(orbital_sum(m, site), d)
            formula = np.exp(-2j * np.pi * m / 3) * phase(K, d) / phase(K, CENTRE[site])
            assert residual < 1e-8 and abs(value - formula) < 1e-8
            row.append(label(value))
        table[site, m] = row

# Optical rule: the same verdict from the labels about every centre
p_plus = coef.conj().T @ ((k[:, 0] + 1j * k[:, 1])[:, None] * coef)
p_minus = coef.conj().T @ ((k[:, 0] - 1j * k[:, 1])[:, None] * coef)
n_forbidden = 0
for i in range(NB):
    for j in range(NB):
        verdicts = {(labels[s][i] - labels[s][j] - 1) % 3 == 0 for s in CENTRE}
        assert len(verdicts) == 1
        if not verdicts.pop():
            n_forbidden += 1
            assert abs(p_plus[i, j]) < 1e-8
assert abs(p_plus[1, 0]) > 1.0 and abs(p_minus[1, 0]) < 1e-8

# Intervalley matrix element of an isotropic defect: bra at -K is the conjugate state
Q = k[:, None, :] + k[None, :, :]
defect = {}
for s, d in CENTRE.items():
    U = (DEFECT_HEIGHT * np.pi * WIDTH**2 / AREA
         * np.exp(-np.sum(Q**2, axis=-1) * WIDTH**2 / 4) * np.exp(1j * (Q @ d)))
    defect[s] = [abs(coef[:, n] @ U @ coef[:, n]) for n in range(2)]
    for n in range(2):
        assert (defect[s][n] > 1e-3) if labels[s][n] == 0 else (defect[s][n] < 1e-9)

# Spin-orbit coupling: splits the levels, keeps the labels
E_spin = {}
for spin in (1, -1):
    e, c, kk = solve(waves, spin=spin)
    E_spin[spin] = e
    for n in range(2):
        for s, d in CENTRE.items():
            value, residual = rotation_eigenvalue(bloch_function(kk, c[:, n]), d)
            assert residual < 1e-7 and label(value) == labels[s][n]
splitting = abs(E_spin[1] - E_spin[-1])


def wrong_share(q=(0.0, 0.0), strain=0.0):
    """Share of |p-|^2 in the valence-to-conduction absorption."""
    _, c, kk = solve(waves, q=q, strain=strain)
    plus = abs(np.vdot(c[:, 1], (kk[:, 0] + 1j * kk[:, 1]) * c[:, 0]))**2
    minus = abs(np.vdot(c[:, 1], (kk[:, 0] - 1j * kk[:, 1]) * c[:, 0]))**2
    return minus / (plus + minus)


def ring_average(q):
    angles = 2 * np.pi * np.arange(12) / 12
    return np.mean([wrong_share((q * np.cos(t), q * np.sin(t))) for t in angles])


step = 0.05
curvature = (solve(waves, (step, 0))[0] + solve(waves, (-step, 0))[0] - 2 * E)[:2]
mass = 2 * H2M * step**2 / curvature
assert mass[0] < 0 < mass[1]
q_thermal = np.sqrt(np.max(abs(mass)) * KT / H2M)
thermal_share = ring_average(q_thermal)
growth = ring_average(0.02) / ring_average(0.01)
assert abs(growth - 4) < 0.08
strain_share = wrong_share(strain=STRAIN)
assert strain_share > 1e-8

print(f"lattice constant a = {A0:.2f} nm; |K| = {np.linalg.norm(K):.3f} 1/nm")
print(f"core heights M, X = {CORE_HEIGHT['M']:.1f}, {CORE_HEIGHT['X']:.1f} eV; "
      f"width = {WIDTH:.2f} nm")
print(f"plane waves used = {len(waves)}; threefold centres per cell = {n_centres}")
for s, d in CENTRE.items():
    L = d - C @ d
    ph = phase(K, d)
    print(f"centre {s}: L = ({L[0]/A0:.3f}, {abs(L[1])/A0:.3f}) a; common factor = "
          f"{ph.real:+.4f} {ph.imag:+.4f} i; angle = {np.degrees(np.angle(ph)):+.1f} deg")
print("levels at K: energy from lowest (eV); labels about M, X, H")
for n in range(NB):
    print(f"  level {n+1}: {E[n]-E[0]:8.3f} eV; "
          + ", ".join(f"{labels[s][n]:+d}" for s in CENTRE))
for n, name in enumerate(("valence", "conduction")):
    print(f"{name} eigenvalue: " + "; ".join(
        f"{s} {lam[s][n].real:+.4f} {lam[s][n].imag:+.4f} i" for s in CENTRE))
print(f"rotation about M-X bond midpoint: relative misfit = {false_residual:.2f}")
print("Bloch sums at K: site, m; labels about M, X, H")
for (site, m), row in table.items():
    print(f"  {site}, m={m:+d}: " + ", ".join(f"{x:+d}" for x in row))
print(f"|<c|p+|v>| = {abs(p_plus[1,0]):.3f} hbar/nm; "
      f"|<c|p-|v>| below 1e-8 hbar/nm: {abs(p_minus[1,0]) < 1e-8}")
print(f"forbidden p+ elements checked among {NB} levels = {n_forbidden}")
print(f"defect height = {DEFECT_HEIGHT:.1f} eV, width = {WIDTH:.2f} nm; "
      "intervalley element, one-cell norm:")
for s in CENTRE:
    print(f"  defect at {s}: valence {defect[s][0]:.4f} eV, "
          f"conduction {defect[s][1]:.4f} eV")
print(f"spin-orbit strength = {ALPHA_SO:.1e} nm^2; splitting valence, conduction = "
      f"{splitting[0]:.3f}, {splitting[1]:.3f} eV")
print(f"effective mass valence, conduction = {mass[0]:.3f}, {mass[1]:.3f} m_e")
print(f"T = {TEMPERATURE:.0f} K: kT = {KT:.4f} eV; thermal q = {q_thermal:.3f} 1/nm")
print(f"wrong-helicity share at thermal q = {100*thermal_share:.2f} %")
print(f"growth of that share when small q is doubled = {growth:.3f}")
print(f"wrong-helicity share at {100*STRAIN:.0f} % strain, q = 0: "
      f"{100*strain_share:.4f} %")
print("all tests passed")
```

Output:

```
lattice constant a = 0.32 nm; |K| = 13.090 1/nm
core heights M, X = 6.0, 20.0 eV; width = 0.07 nm
plane waves used = 78; threefold centres per cell = 3
centre M: L = (0.000, 0.000) a; common factor = +1.0000 -0.0000 i; angle = -0.0 deg
centre X: L = (1.000, 0.000) a; common factor = -0.5000 +0.8660 i; angle = +120.0 deg
centre H: L = (2.000, 0.000) a; common factor = -0.5000 -0.8660 i; angle = -120.0 deg
levels at K: energy from lowest (eV); labels about M, X, H
  level 1:    0.000 eV; -1, +1, +0
  level 2:    1.759 eV; +0, -1, +1
  level 3:    4.702 eV; +1, +0, -1
  level 4:   21.716 eV; -1, +1, +0
  level 5:   21.752 eV; +0, -1, +1
  level 6:   22.679 eV; +1, +0, -1
valence eigenvalue: M -0.5000 +0.8660 i; X -0.5000 -0.8660 i; H +1.0000 -0.0000 i
conduction eigenvalue: M +1.0000 -0.0000 i; X -0.5000 +0.8660 i; H -0.5000 -0.8660 i
rotation about M-X bond midpoint: relative misfit = 0.95
Bloch sums at K: site, m; labels about M, X, H
  M, m=-2: +1, +0, -1
  M, m=-1: -1, +1, +0
  M, m=+0: +0, -1, +1
  M, m=+1: +1, +0, -1
  M, m=+2: -1, +1, +0
  X, m=-2: -1, +1, +0
  X, m=-1: +0, -1, +1
  X, m=+0: +1, +0, -1
  X, m=+1: -1, +1, +0
  X, m=+2: +0, -1, +1
|<c|p+|v>| = 13.074 hbar/nm; |<c|p-|v>| below 1e-8 hbar/nm: True
forbidden p+ elements checked among 6 levels = 24
defect height = 1.0 eV, width = 0.07 nm; intervalley element, one-cell norm:
  defect at M: valence 0.0000 eV, conduction 0.3491 eV
  defect at X: valence 0.0000 eV, conduction 0.0000 eV
  defect at H: valence 0.3973 eV, conduction 0.0000 eV
spin-orbit strength = 2.0e-04 nm^2; splitting valence, conduction = 0.082, 0.169 eV
effective mass valence, conduction = -0.242, 0.395 m_e
T = 300 K: kT = 0.0259 eV; thermal q = 0.518 1/nm
wrong-helicity share at thermal q = 1.94 %
growth of that share when small q is doubled = 4.000
wrong-helicity share at 1 % strain, q = 0: 0.0074 %
all tests passed
```
